# Why the fixed-node energy lies between fermion ground state and trial energy

## First half: the fixed-node energy is an upper bound

### Three energies in one order

Two electrons of parallel spin move in a plane, in a harmonic trap that is stiffer along $y$ than along $x$. A trial function whose node is a straight line turned by $30^\circ$ from its correct place gives an energy of 3.231 Ry for their relative motion. Keep only the node of this function, and solve the Schrödinger equation on one side of it, with the value zero on the line: the lowest energy is 3.186 Ry. The lowest energy of any antisymmetric state is 3.118 Ry.

That the middle number lies above the last one asks for a reason. Forcing a function to vanish on a line does raise its energy, but above the unconstrained minimum. That minimum belongs to a function without nodes, which is not a fermion state and lies lower than all fermion states. The problem on one side of the line contains no exchange of electrons at all. Why can its energy not fall between the two minima?

The answer is that the one-sided solution can be turned into an antisymmetric function of the whole space at no cost in energy.

### Setting and conventions

Energies are in rydbergs and lengths in bohr, so an electron has kinetic energy $-\nabla^2$ and two electrons repel with $2/r$. All coordinates together form the configuration $R$, a point in $D$ dimensions, and

$$H=-\nabla^2+V(R),$$

where $\nabla$ is the gradient in all $D$ coordinates. The potential $V$ is real, local and unchanged when electrons are permuted. It consists of Coulomb terms, in two or three dimensions, and a smooth background that is bounded below, such as a trap. There is no magnetic field, so real functions suffice.

$H$ does not act on spin. Let $N_\uparrow$ electrons have spin up and $N_\downarrow$ spin down. The component of the full wave function in which the first $N_\uparrow$ electrons are up is a function $\Psi(R)$ of position. The other components follow from it by antisymmetry. They belong to orthogonal spin functions, and each contributes the same norm and energy. It is therefore enough to study $\Psi(R)$, which must be antisymmetric under exchange of like-spin electrons:

$$\Psi(PR)=s_P\,\Psi(R),\qquad s_P=\pm1 .$$

Here $P$ is one of the $N_P=N_\uparrow!\,N_\downarrow!$ permutations among like spins, and $s_P$ is $+1$ for even and $-1$ for odd ones. Functions of this kind are called antisymmetric below, and $E_0$ is their lowest energy. It is the ground-state energy for the given numbers of up and down spins; with two parallel spins it is the lowest spin-polarized energy.

The trial function $\Psi_T$ is real, continuous, antisymmetric, normalizable and of finite energy. The set where $\Psi_T\neq0$ falls into connected pieces $\Omega_\alpha$, the nodal pockets. On the boundary of a pocket $\Psi_T=0$, since a boundary point with $\Psi_T\ne0$ would belong to a pocket together with its neighbourhood.

### An energy that tolerates kinks

For a smooth $f$ that decays at infinity, $\nabla\cdot(f\nabla f)=|\nabla f|^2+f\nabla^2f$ integrates to zero. Hence

$$\int f\,Hf=\int\left(|\nabla f|^2+Vf^2\right)\equiv\mathcal E[f].$$

The right side needs first derivatives alone, so it also makes sense for a continuous function with a kink. We must know that such functions cannot get below the minimum set by smooth ones.

Let $f$ be antisymmetric with finite norm and finite $\mathcal E[f]$. Multiply it by a smooth cutoff that falls from 1 to 0 between the distances $L$ and $2L$. The cutoff has a gradient of order $1/L$, so norm and energy change by amounts that vanish as $L\to\infty$. Then average the function over a small neighbourhood of each point with a smooth weight. The gradient of the average is the average of the gradient, so as the neighbourhood shrinks, the smooth function $f_n$ and its gradient converge to $f$ and $\nabla f$ in mean square. The background potential is bounded in the region that remains.

The Coulomb terms converge too. With $\hat r$ the unit vector along a distance $\mathbf r$ in $d$ dimensions, $\nabla\cdot\hat r=(d-1)/r$. Integrating by parts and using the Schwarz inequality gives

$$(d-1)\int\frac{g^2}{r}=-2\int g\,\hat r\cdot\nabla g\le2\left(\int g^2\int|\nabla g|^2\right)^{1/2}.$$

For $g=f_n-f$ the right side tends to zero. So $\mathcal E[f_n]\to\mathcal E[f]$. Finally, replace $f_n(R)$ by $N_P^{-1}\sum_Ps_Pf_n(PR)$. This makes it antisymmetric, leaves $f$ itself unchanged, and does not increase the mean-square distance to $f$. Therefore

$$\mathcal E[f]\ge E_0\int f^2\qquad\text{for antisymmetric } f,\text{ kinks allowed.}\tag{1}$$

### The lowest state of one pocket

In a pocket $\Omega_\alpha$ we admit smooth functions that vanish near its boundary and at large distance, and the limits of such functions in mean square of value and gradient, with finite energy. This is the precise meaning of "zero on the node". Continued by the value zero outside, an admitted function keeps its norm and its $\mathcal E$. Let

$$\varepsilon_\alpha=\min_{f\ \text{in}\ \Omega_\alpha}\frac{\mathcal E[f]}{\int f^2},\qquad E_{\rm FN}=\inf_\alpha\varepsilon_\alpha .$$

We assume that the minimum is attained, by a function $\varphi_\alpha$. The fixed-node energy $E_{\rm FN}$ is the lowest of the pocket energies. Two properties of $\varphi_\alpha$ are needed.

**It has one sign.** Replacing $\varphi_\alpha$ by $\chi=|\varphi_\alpha|$ changes neither the norm nor $|\nabla\varphi_\alpha|^2$, except on a set of measure zero. So $\chi$ is also a minimizer. Changing it to $\chi+tg$, with $g$ smooth and zero near the boundary, must give no change of first order in $t$:

$$\int\left[\nabla\chi\cdot\nabla g+(V-\varepsilon_\alpha)\chi g\right]=0 .$$

Since $g$ is arbitrary, $\nabla^2\chi=(V-\varepsilon_\alpha)\chi$ inside the pocket.

Suppose that $\chi$ vanishes at an inner point $R_0$ where $V$ is regular, and let $V-\varepsilon_\alpha\le c$ nearby, with $c>0$. Let $M(s)$ be the average of $\chi$ over the sphere of radius $s$ about $R_0$, and $m$ the largest value of $M$ for $s\le\rho$. By Gauss's theorem, with $A$ the area of the unit sphere,

$$M'(s)=\frac{1}{As^{D-1}}\int_{|R-R_0|<s}\nabla^2\chi\le\frac{c}{s^{D-1}}\int_0^sM(t)\,t^{D-1}dt\le\frac{c\,m\,s}{D}.$$

Because $M(0)=0$, integration gives $M(s)\le cm\rho^2/2D$ for all $s\le\rho$, hence $m\le(c\rho^2/2D)\,m$. For small $\rho$ the bracket is less than 1, and so $m=0$. As $\chi\ge0$, it vanishes in a whole ball. The zeros thus form an open set. They also form a closed set, and in a connected region $\chi$ would vanish everywhere, which a minimizer does not. The points where $V$ is singular do not disturb this: coincidences of two particles have at least two dimensions fewer than the pocket, and taking them out leaves it connected. So $\chi>0$ away from them, and $\varphi_\alpha$, being continuous there, keeps one sign. We choose it positive.

**It is unique up to a factor.** Two independent minimizers could be made orthogonal. Both would have a fixed sign, and then the integral of their product could not vanish.

### What permutations do to pockets

Since $|\Psi_T(PR)|=|\Psi_T(R)|$, a permutation carries a connected region with $\Psi_T\ne0$ into another such region, and $P^{-1}$ carries it back. So each $P$ maps a pocket onto a whole pocket, possibly onto itself.

Let $S$ be the set of permutations that map $\Omega_\alpha$ onto itself, and $|S|$ their number. For $P$ in $S$, the points $R$ and $PR$ lie in the same pocket, where $\Psi_T$ has one sign. But $\Psi_T(PR)=s_P\Psi_T(R)$. Therefore

$$s_P=+1\quad\text{for every }P\text{ in }S.\tag{2}$$

Moreover $\varphi_\alpha(PR)$ is then a positive function in the same pocket with the same norm and energy. By uniqueness,

$$\varphi_\alpha(PR)=\varphi_\alpha(R)\quad\text{for every }P\text{ in }S.\tag{3}$$

### Antisymmetrizing

Continue $\varphi_\alpha$ by zero outside $\Omega_\alpha$ and define

$$\Phi(R)=\sum_Ps_P\,\varphi_\alpha(PR).\tag{4}$$

It is antisymmetric. In $\Phi(QR)=\sum_Ps_P\varphi_\alpha(PQR)$ put $P'=PQ$. Then $s_P=s_{P'}s_Q$, and the sum is $s_Q\Phi(R)$.

The danger is that the terms cancel. The term with $P$ is nonzero in the pocket $P^{-1}\Omega_\alpha$. Two terms $P$ and $P'$ live in the same pocket when $P'P^{-1}$ maps $\Omega_\alpha$ onto itself, that is, when $P'=TP$ with $T$ in $S$. By (3) the functions are then equal, $\varphi_\alpha(TPR)=\varphi_\alpha(PR)$, and by (2) so are the signs. They add. The $N_P$ terms thus form $N_P/|S|$ groups of $|S|$ equal terms, and different groups live in different pockets.

In the integrals of $\Phi^2$, $|\nabla\Phi|^2$ and $V\Phi^2$ there are no cross terms between groups. Each group contributes $|S|^2$ times the value for $\varphi_\alpha$, because $V$ and the volume element are unchanged by permutation. With $N_P/|S|$ groups,

$$\int\Phi^2=|S|N_P\int\varphi_\alpha^2>0,\qquad\mathcal E[\Phi]=|S|N_P\,\mathcal E[\varphi_\alpha].\tag{5}$$

The common factor drops out of the quotient. With (1),

$$E_0\le\frac{\mathcal E[\Phi]}{\int\Phi^2}=\varepsilon_\alpha\quad\text{for every pocket, hence}\quad E_0\le E_{\rm FN}.\tag{6}$$

### The kink, and the case of equality

Across the node $\Phi$ is continuous, but its slope may jump. If $s$ is the distance from a smooth piece of node and the slope jumps by $j$, then $\nabla^2\Phi$ contains $j\,\delta(s)$. In $\int\Phi H\Phi$ this term is multiplied by $\Phi$, which is zero at $s=0$, so it contributes nothing. This agrees with $\mathcal E$, where a jump of slope leaves $|\nabla\Phi|^2$ finite.

If $\varepsilon_\alpha=E_0$, then $\Phi$ is a minimizer among antisymmetric functions. It obeys the Schrödinger equation across the node as well, and the kink must be absent. Put the other way round, a jump of slope somewhere on the node proves $\varepsilon_\alpha>E_0$.

### A pocket that permutations keep in place

Three like-spin fermions on a ring show the role of $S$. Take 12 sites with spacing $h=0.5$ bohr, the kinetic energy $(2f_j-f_{j+1}-f_{j-1})/h^2$ for each particle, and the potential $\cos(2\pi j/12)+\tfrac12\sin(4\pi j/12)$ Ry on site $j$. The particles do not interact. Let the trial function vanish when two particles meet, and nowhere else. Since they cannot pass each other, there are two pockets, one for each cyclic order. Each contains $12\cdot11\cdot10/2=660$ configurations.

The three cyclic permutations keep a pocket in place, and they are even, as (2) demands. Diagonalizing the Hamiltonian in one pocket gives $\varepsilon=1.9211$ Ry. The antisymmetrized state has squared norm 18, which is $|S|N_P=3\cdot6$, and the same energy.

Here the bound is an equality. Every antisymmetric function vanishes when two particles meet, so it splits into two parts, one per pocket, with no hop between them. Each part has at least the energy $\varepsilon$, so $E_0\ge\varepsilon$. Indeed the three lowest one-particle energies add up to 1.9211 Ry.

## Second half: no higher than the trial energy

### What is carried over

The Hamiltonian is $H=-\nabla^2+V$ in rydberg units, and $\mathcal E[f]=\int(|\nabla f|^2+Vf^2)$ is the energy integral, valid for functions with kinks. The trial function $\Psi_T$ is antisymmetric under permutations $P$ of like-spin electrons, and its pockets $\Omega_\alpha$ are the connected regions where it does not vanish. The lowest energy in a pocket with zero on its boundary is $\varepsilon_\alpha$, with the positive state $\varphi_\alpha$. The fixed-node energy is $E_{\rm FN}=\inf_\alpha\varepsilon_\alpha$. The first half showed that $E_0\le\varepsilon_\alpha$ for every pocket, where $E_0$ is the lowest energy of antisymmetric functions, because $\Phi(R)=\sum_Ps_P\varphi_\alpha(PR)$ is antisymmetric, nonzero and of energy $\varepsilon_\alpha$.

### The trial function competes in every pocket

Variational Monte Carlo (VMC) estimates by sampling

$$E_{\rm VMC}=\frac{\mathcal E[\Psi_T]}{\int\Psi_T^2}.$$

Let $\psi_\alpha$ equal $|\Psi_T|$ in $\Omega_\alpha$ and zero elsewhere. It is zero on the boundary, but does it belong to the functions admitted in the pocket, which are limits of functions vanishing near the boundary? Lower it by a small $\delta>0$ and keep the positive part:

$$f_\delta=\max(\psi_\alpha-\delta,\,0).$$

Where $f_\delta>0$ we have $|\Psi_T|>\delta$. Since $\Psi_T$ is continuous and zero on the boundary, this region keeps a finite distance from the boundary within any bounded volume; at large distance a smooth cutoff is applied as before. The error in the gradient is

$$\int|\nabla\psi_\alpha-\nabla f_\delta|^2=\int_{0<\psi_\alpha\le\delta}|\nabla\psi_\alpha|^2 .$$

It tends to zero with $\delta$, because the region of integration shrinks to nothing and the integral over the whole pocket is finite. The error in the value is at most the smaller of $\delta$ and $\psi_\alpha$, and its square also integrates to something that vanishes. So $\psi_\alpha$ is admitted, and

$$E_\alpha\equiv\frac{\mathcal E[\psi_\alpha]}{\int\psi_\alpha^2}\ge\varepsilon_\alpha .\tag{7}$$

Points with $\Psi_T=0$ contribute nothing to $\int\Psi_T^2$ or $\int V\Psi_T^2$. They contribute nothing to $\int|\nabla\Psi_T|^2$ either, since the gradient of a function vanishes on its zero set except on a set of measure zero. The integrals over space are therefore sums over pockets. With the weights

$$w_\alpha=\frac{\int_{\Omega_\alpha}\Psi_T^2}{\int\Psi_T^2},\qquad\sum_\alpha w_\alpha=1,$$

we obtain

$$E_{\rm VMC}=\sum_\alpha w_\alpha E_\alpha\ \ge\ \sum_\alpha w_\alpha\varepsilon_\alpha\ \ge\ E_{\rm FN}.\tag{8}$$

Together with the first half, $E_0\le E_{\rm FN}\le E_{\rm VMC}$.

The second bound is an equality when both steps in (8) are equalities. Every weight is positive, so this requires $E_\alpha=\varepsilon_\alpha=E_{\rm FN}$ in every pocket: the trial function must already be the lowest state in each, and all pockets must have the same energy.

Antisymmetry was not used in (8). It is needed for the lower side. Suppose that at least two electrons have the same spin and that $\Psi_T$ has no node. Then the one pocket is the whole space, odd permutations keep it in place, and the sum $\Phi$ cancels to zero. The bound $E_0\le E_{\rm FN}$ then has no support.

### What diffusion Monte Carlo measures

Diffusion Monte Carlo evolves walkers in imaginary time $\tau$ and lets none cross the node. In a pocket, each eigenstate of energy $\varepsilon$ then changes as $e^{-(\varepsilon-E_T)\tau}$, where the reference energy $E_T$ keeps the population steady. At long times the lowest state remains in each pocket. Among populated pockets, that with the lowest $\varepsilon_\alpha$ wins.

With importance sampling the walkers have the density $\varphi_\alpha|\Psi_T|$, and one averages the local energy $H\Psi_T/\Psi_T$. This gives $\varepsilon_\alpha$ although $\Psi_T$ is not an eigenstate. For a trial function that is smooth inside the pocket, and a regular boundary with outward normal derivative $\partial_n$, Green's identity reads

$$\int_{\Omega_\alpha}\left(\varphi_\alpha\nabla^2\Psi_T-\Psi_T\nabla^2\varphi_\alpha\right)=\oint\left(\varphi_\alpha\,\partial_n\Psi_T-\Psi_T\,\partial_n\varphi_\alpha\right)=0,$$

because both functions vanish on the boundary. The terms with $V$ are equal, so $H$ may be moved from one function to the other:

$$\frac{\int_{\Omega_\alpha}\varphi_\alpha H\Psi_T}{\int_{\Omega_\alpha}\varphi_\alpha\Psi_T}=\frac{\int_{\Omega_\alpha}\Psi_TH\varphi_\alpha}{\int_{\Omega_\alpha}\varphi_\alpha\Psi_T}=\varepsilon_\alpha .$$

The bounds hold for this limit. A simulation with a finite time step, a finite population and statistical noise may return a number outside them.

### The two electrons in the trap

Let $\omega_x=1$ Ry and $\omega_y=1.5$ Ry be the energy quanta of the trap. In rydberg units $\hbar=1$ and the electron mass is $\tfrac12$, so $\tfrac12m\omega^2x^2=\tfrac14\omega^2x^2$, and

$$H=-\nabla_1^2-\nabla_2^2+\tfrac14\sum_{i=1,2}\left(\omega_x^2x_i^2+\omega_y^2y_i^2\right)+\frac{2}{|\mathbf r_1-\mathbf r_2|}.$$

Put $\mathbf r=\mathbf r_1-\mathbf r_2=(x,y)$ and $\mathbf X=(\mathbf r_1+\mathbf r_2)/2$. Then $\nabla_{1,2}=\tfrac12\nabla_X\pm\nabla_r$, whose squares add up to $\tfrac12\nabla_X^2+2\nabla_r^2$. Likewise $x_1^2+x_2^2=2X^2+\tfrac12x^2$. The centre of mass separates, with $-\tfrac12\nabla_X^2+\tfrac12(\omega_x^2X^2+\omega_y^2Y^2)$ and the lowest energy $(\omega_x+\omega_y)/2=1.25$ Ry. The rest is

$$H_{\rm rel}=-2\nabla^2+\tfrac18\left(\omega_x^2x^2+\omega_y^2y^2\right)+\frac2r .$$

Exchange of the electrons is $\mathbf r\to-\mathbf r$, so the relative function must be odd. The trial function is

$$\Psi_T=(x\cos\theta+y\sin\theta)\,\exp\left[-\tfrac18(\omega_xx^2+\omega_yy^2)+\frac{r}{3+r}\right],$$

times the ground state of the centre of mass. The Gaussian is the one that solves the trap without repulsion. The last term is $r/3$ at small $r$, which removes the $1/r$ from the local energy there. For a linear form $u$, $\nabla^2(ur)=u/r+2u/r=3u/r$, so $-2\nabla^2[u(1+r/3)]=-2u/r$, and this cancels the repulsion.

The node is the line $x\cos\theta+y\sin\theta=0$, turned by $\theta$ from $x=0$. The pockets are the two half-planes. Exchange maps one onto the other, so they have the same energy.

The pocket energies were found by diagonalizing $H_{\rm rel}$ in products of 14 sines of the polar angle, which vanish on the node, and 30 radial functions, $r$ times a Laguerre polynomial times an exponential. For $E_0$ the sines were replaced by odd harmonics of the full circle. $E_{\rm VMC}$ was integrated numerically, without sampling. The relative energies in Ry, with $E_0=3.1176$ Ry, are

| $\theta$ | $E_{\rm FN}$ | $E_{\rm VMC}$ |
|---|---|---|
| $0^\circ$ | 3.1176 | 3.1270 |
| $15^\circ$ | 3.1338 | 3.1530 |
| $30^\circ$ | 3.1859 | 3.2312 |
| $45^\circ$ | 3.2838 | 3.3586 |

At $\theta=0$ the fixed-node energy agrees with $E_0$. The reason is symmetry. The Hamiltonian is unchanged by reflection of $x$, so an odd function can be split into a part odd in $x$ and even in $y$ and a part with the roles reversed, without cross terms in the energy. The first part vanishes on $x=0$ and has at least the pocket energy of that line; the second does the same for $y=0$. So $E_0$ is not below the smaller of the two pocket energies, and by (6) not above it. The table shows that $x=0$, across the softer direction, is the right line. The trial energy is still 0.0094 Ry too high, since the trial function is not the pocket ground state.

At $\theta=30^\circ$ the trial energy lies $3.2312-3.1176=0.1136$ Ry above $E_0$. Solving the pocket problem removes $3.2312-3.1859=0.0453$ Ry of this, about 40 percent. The other 0.0683 Ry is the price of the wrong node, and no improvement of $\Psi_T$ that leaves the node in place can recover it. With the centre of mass added, the total energies $E_0$, $E_{\rm FN}$ and $E_{\rm VMC}$ are 4.368, 4.436 and 4.481 Ry, or 59.42, 60.35 and 60.97 eV.

### The kinked function seen directly

Let $u=x\cos\theta+y\sin\theta$ measure the distance from the node and $v=-x\sin\theta+y\cos\theta$ the position along it. Inserting $x=u\cos\theta-v\sin\theta$ and $y=u\sin\theta+v\cos\theta$ into the trap potential gives squares of $u$ and $v$ and the cross term

$$\tfrac18\left(\omega_y^2-\omega_x^2\right)\sin2\theta\;uv .$$

At $30^\circ$ this pushes the state in the pocket $u>0$ towards negative $v$. Its slope at the node, $g(v)=\partial_u\varphi(0^+,v)$, is then not even in $v$. The antisymmetrized function is $\Phi=\varphi(u,v)$ for $u>0$ and $\Phi=-\varphi(-u,-v)$ for $u<0$. Its slope from the negative side is $g(-v)$, so it jumps by $g(v)-g(-v)$.

Now expand $\Phi$ at fixed $r$ in odd harmonics $\cos k\phi$ and $\sin k\phi$ of the polar angle $\phi$, and stop at $k=K$. Each cut function is antisymmetric and has no kink on the tilted line. Integrating the Fourier coefficients by parts twice leaves a term jump$/k^2$, since $\Phi$ is continuous and its slope is not. The angular kinetic energy in harmonic $k$ is then of order $k^2\cdot k^{-4}=k^{-2}$, and the part beyond $K$ adds up to order $1/K$. The lost norm is of order $\sum_{k>K}k^{-4}\sim K^{-3}$, and so are the other energy terms. The cut functions should therefore approach $\varepsilon_\alpha$ from below, with an error that halves when $K$ doubles.

For $K=39$, 79 and 159 the energies are 3.18498, 3.18543 and 3.18565 Ry. Subtracting these rounded values, with the last digit uncertain by one unit, they lie 0.00090, 0.00045 and 0.00023 Ry below $E_{\rm FN}=3.18588$ Ry. Eliminating the $1/K$ error from the last two gives $2(3.18565)-3.18543=3.18587$ Ry, equal to $E_{\rm FN}$ within rounding. The kink costs no extra energy, and all the cut functions stay above $E_0$, as antisymmetric functions must.

### Pockets that are not equivalent

Replace the linear form in $\Psi_T$ by a product of three, which vanish on lines through the origin at the polar angles $0^\circ$, $40^\circ$ and $80^\circ$. The product is still odd. There are six wedges. Exchange pairs each with its opposite, which leaves three different kinds. In the table, energies are in Ry and each weight $w$ counts both wedges of a pair.

| wedge | $\varepsilon_\alpha$ | $E_\alpha$ | $w$ |
|---|---|---|---|
| $0$–$40^\circ$ | 6.382 | 6.843 | 0.0278 |
| $40$–$80^\circ$ | 8.158 | 8.606 | 0.0091 |
| $80$–$180^\circ$ | 4.331 | 4.597 | 0.9632 |

The first two wedges are equally wide. The second has the higher energy because turning the first by $40^\circ$ moves each of its points to a larger potential $\tfrac18r^2(\omega_x^2\cos^2\phi+\omega_y^2\sin^2\phi)$, which grows with $\phi$ up to $90^\circ$.

The sums in (8) are, in Ry,

$$\sum_\alpha w_\alpha E_\alpha=0.190+0.078+4.428=4.696=E_{\rm VMC},$$

$$\sum_\alpha w_\alpha\varepsilon_\alpha=0.177+0.074+4.172=4.423,$$

and $E_{\rm FN}=4.331$ Ry. The chain (8) holds. But two of the three pocket energies, 6.38 and 8.16 Ry, are far above $E_{\rm VMC}$. Walkers confined to the wedge from $40^\circ$ to $80^\circ$ would project out 8.16 Ry, which is below the 8.61 Ry of the trial function within that wedge, as (7) demands, but above the energy 4.70 Ry of the trial function as a whole.

The two bounds thus differ in reach. Each pocket energy is an upper bound to $E_0$, since any pocket can be antisymmetrized. The comparison with the trial energy is guaranteed for the lowest pocket, because $E_{\rm VMC}$ is an average over all of them. If permutations connect all pockets, as for the single tilted line, every pocket energy equals $E_{\rm FN}$ and the distinction disappears.

### Where the proof needs its assumptions

The potential must be local. A nonlocal operator could connect two pockets, and the cross terms missing in (5) would return. The functions must be real, since a complex trial function has no sign to divide space into pockets. Finally, $E_0$ is the lowest energy for the given numbers of up and down spins. If $\Psi_T$ is built to resemble an excited state of that sector, its fixed-node energy is still bounded below by $E_0$, but this proof does not place it above the excited level.
